# The Landau-Pekar polaron mass from rigidly moving polarisation

## What goes wrong without the field's inertia

An electron coupled strongly enough to a polarisable continuous medium digs a potential well in the polarisation and sits in it. This is the strong-coupling model of an electron in a polar crystal. A weak force on the electron moves the well too. If the acceleration is computed from the band mass alone, the motion of the ions is left out. At Fröhlich coupling $\alpha=20$, a model value far above the 3.9 of the crystal-like example below, the leading strong-coupling theory gives the well an inertia of about 3600 band masses, so within that theory the acceleration would be too large by about that factor. The inertia follows from the kinetic energy of the moving polarisation. Its value depends on the square of the electron density, and a trial orbital that is good for the energy can be clearly worse for the mass.

## Model and conventions

Take one electron of charge $-e$ and isotropic band mass $m$ in a continuous medium with one longitudinal optical frequency $\omega$, the same for all wavevectors. Gaussian units are used. Let $\rho=|\psi|^2$ be the electron density and $\mathbf D$ its curl-free field, with $\nabla\cdot\mathbf D=-4\pi e\rho$. The fast polarisation of the ion cores is contained in the band parameters. The slow lattice part $\mathbf P$ is treated as a classical field.

In a static field the total polarisation is $(1-1/\varepsilon_0)\mathbf D/4\pi$ and its fast part is $(1-1/\varepsilon_\infty)\mathbf D/4\pi$. The difference is the lattice part,

$$\mathbf P_0=\frac{\mathbf D}{4\pi\varepsilon^*},\qquad \frac1{\varepsilon^*}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.$$

The energy that has this minimum and lets the free polarisation oscillate at $\omega$ is

$$E=\frac{\hbar^2}{2m}\int|\nabla\psi|^2+2\pi\varepsilon^*\!\int\Big(P^2+\frac{\dot P^2}{\omega^2}\Big)-\int\mathbf P\cdot\mathbf D .\tag{1}$$

Indeed, the Lagrangian with kinetic term $2\pi\varepsilon^*\dot P^2/\omega^2$ gives $\ddot{\mathbf P}+\omega^2\mathbf P=\omega^2\mathbf D/(4\pi\varepsilon^*)$.

Lengths are measured in $\ell=\sqrt{\hbar/m\omega}$, energies in $\hbar\omega$ and masses in $m$. The coupling constant is

$$\alpha=\frac{e^2}{\sqrt2\,\varepsilon^*\hbar\omega\,\ell},$$

so in units $\hbar=m=\omega=1$ one has $e^2/\varepsilon^*=\sqrt2\,\alpha$.

## The static polaron

Inserting $\mathbf P_0$ in (1) gives the field part $-\int D^2/(8\pi\varepsilon^*)$. Write $\mathbf D=-\nabla\chi$ with $\chi=-e\int\rho'/|\mathbf r-\mathbf r'|$. Integration by parts gives

$$\int D^2=\int\chi\,\nabla\cdot\mathbf D=4\pi e^2\iint\frac{\rho\rho'}{|\mathbf r-\mathbf r'|}.$$

The result is Pekar's functional,

$$E[\psi]=\frac12\int|\nabla\psi|^2-\frac{\alpha}{\sqrt2}\iint\frac{\rho\rho'}{|\mathbf r-\mathbf r'|}.\tag{2}$$

Set $\psi(\mathbf r)=\alpha^{3/2}\varphi(\alpha\mathbf r)$. The gradient term gains $\alpha^2$. The inverse distance gains $\alpha$, which joins the prefactor $\alpha$. Hence $E=\alpha^2(t-w)$, where

$$t=\frac12\int|\nabla\varphi|^2,\qquad w=\frac1{\sqrt2}\iint\frac{\varphi^2\varphi'^2}{|\mathbf x-\mathbf x'|}.$$

The orbital has a radius proportional to $1/\alpha$. Varying $\varphi$ at fixed norm gives

$$-\tfrac12\nabla^2\varphi-\Phi\varphi=\epsilon\varphi,\qquad \Phi=\sqrt2\int\frac{\varphi'^2}{|\mathbf x-\mathbf x'|}.\tag{3}$$

Stretching the orbital by $\varphi\to\lambda^{3/2}\varphi(\lambda\mathbf x)$ changes the energy to $\lambda^2t-\lambda w$. This must be stationary at $\lambda=1$, so $w=2t$ and $t-w=-t$. From (3), $\epsilon=t-2w=-3t$. The orbital energy is therefore three times the total energy. The computed values are $-0.32554$ and $-0.10851$, in units of $\alpha^2\hbar\omega$.

## Kinetic energy of the moving polarisation

Let the static pattern move without change of shape, $\mathbf P(\mathbf r,t)=\mathbf P_0(\mathbf r-\mathbf vt)$. Then $\dot{\mathbf P}=-(\mathbf v\cdot\nabla)\mathbf P_0$, and (1) gives

$$K=\frac{2\pi\varepsilon^*}{\omega^2}\,v_iv_j\int\partial_iP_k\,\partial_jP_k .$$

Repeated indices are summed and $P$ now denotes the static field. The density is spherical, so the integral is a multiple of $\delta_{ij}$. Taking the trace fixes the multiple:

$$K=\frac{2\pi\varepsilon^*}{\omega^2}\,\frac{v^2}{3}\int\partial_iP_k\,\partial_iP_k .$$

Since $\mathbf P_0$ is curl-free, $\partial_iP_k=\partial_kP_i$. Two integrations by parts then give

$$\int\partial_iP_k\,\partial_iP_k=\int\partial_kP_i\,\partial_iP_k=\int(\nabla\cdot\mathbf P_0)^2 .$$

The surface terms vanish: $P\sim r^{-2}$ and $\partial P\sim r^{-3}$, while the area grows as $r^2$. Finally $\nabla\cdot\mathbf P_0=-e\rho/\varepsilon^*$. Setting $K=\tfrac12Mv^2$,

$$M=\frac{4\pi e^2}{3\varepsilon^*\omega^2}\int\rho^2\,d^3r .\tag{4}$$

In the reduced units the prefactor is $4\sqrt2\,\pi\alpha/3$, and scaling gives $\int\psi^4=\alpha^3\int\varphi^4$. Therefore

$$\boxed{\frac Mm=C\alpha^4,\qquad C=\frac{4\sqrt2\,\pi}{3}\int\varphi^4\,d^3x}\tag{5}$$

One power of $\alpha$ comes from the coupling and three from the compression of the density. The dependence on $\omega$ is instructive. The radius scale $\ell/\alpha=\sqrt2\,\varepsilon^*\hbar^2/(me^2)$ does not contain $\omega$, and neither does $\alpha^2\hbar\omega$. At fixed dielectric constants and band mass, slower ions leave the static polaron unchanged but increase its field mass as $\omega^{-2}$.

Equation (5) can be checked without the integrations by parts. Subtracting two copies of the vector field displaced by $0.02$ (in lengths $\ell/\alpha$), dividing by the displacement and integrating the square gives $C=0.022702$. This agrees with the density formula evaluated below.

## The electron's share, and why rigid motion suffices

In the moving well the electron has the wavefunction

$$\psi=\psi_0(\mathbf r-\mathbf vt)\,\exp\!\Big[\frac i\hbar\Big(m\mathbf v\cdot\mathbf r-\epsilon_{\rm el} t-\tfrac12mv^2t\Big)\Big],$$

where $\epsilon_{\rm el}=\epsilon\,\alpha^2\hbar\omega$ is the orbital energy in ordinary units. The time derivative, multiplied by $i\hbar$, produces $-i\hbar\mathbf v\cdot\nabla\psi_0+(\epsilon_{\rm el}+\tfrac12mv^2)\psi_0$ times the phase factor. The kinetic operator produces $-(\hbar^2/2m)\nabla^2\psi_0-i\hbar\mathbf v\cdot\nabla\psi_0+\tfrac12mv^2\psi_0$ times the same factor. With the static equation for $\psi_0$, the two sides of the Schrödinger equation agree. Because $\psi_0$ is real, the added energy is $\tfrac12mv^2$. The semiclassical total mass is thus

$$m_{\rm pol}=m(1+C\alpha^4).\tag{6}$$

The field does not keep its static shape precisely. A steadily moving field obeys, in Fourier space,

$$\mathbf P_{\mathbf k}=\frac{1}{1-(\mathbf k\cdot\mathbf v)^2/\omega^2}\,\frac{\mathbf D_{\mathbf k}}{4\pi\varepsilon^*},\tag{7}$$

so its formal small-velocity expansion begins with a deformation of order $v^2$. The static energy is stationary at $\mathbf P_0$, and a deformation of order $v^2$ therefore costs energy of order $v^4$. Its effect on the kinetic energy is also of order $v^4$. The coefficient of $v^2$ is untouched.

This can be seen in numbers for the spherical part of the deformation; the quadrupolar part, also of order $v^2$, is covered by the same argument but is not included in the numbers. With the density held at its static shape, the spherical part of (7) changes the well by $-\tfrac13v^2\nabla^2\Phi=\tfrac{4\sqrt2\pi}{3}v^2\varphi^2$, with $v$ in units of $\omega\ell/\alpha$. Letting the electron relax in the changed well and raising $v^2$ from 0.1 to 0.2 increases the energy cost as $(v^2)^{2.002}$.

Equation (7) also shows a limit of the idea. Wavevectors with $\mathbf k\cdot\mathbf v=\omega$ are in resonance: in the classical-field theory the moving charge can radiate lattice waves, and strictly steady motion is not available. (In the quantised model at zero temperature, a polaron with kinetic energy below $\hbar\omega$ lacks the energy to emit a phonon.) The mass is therefore a small-velocity coefficient. The resonance needs $k\ge\omega/v$. The density is smooth, since (3) makes $\Phi$ smoother than $\varphi^2$ and $\varphi$ smoother in turn, and it is localised. Its Fourier transform then falls faster than any power of $1/k$. The computed values are 0.649, 0.205 and 0.0064 at $k=0.5$, 1 and $2\,\alpha/\ell$. The mean logarithmic slope steepens from 1.67 in the first interval to 5.00 in the second.

## A dynamical check that does not assume rigidity

Put the electron in a weak trap $\tfrac12\kappa r^2$ and let electron and field oscillate together. The trap pulls on the electron, which drags the field. If (6) is the inertia, the slow dipole oscillation has $\Omega^2=\kappa/m_{\rm pol}$ as $\kappa\to0$.

The frequency can be found from the linearised equations. In scaled units let $h=-\tfrac12\nabla^2-\Phi+\tfrac12\kappa r^2-\epsilon$, where $\Phi$, $\varphi$ and $\epsilon$ are recomputed with the trap present. Write the change of the orbital as $A+iB$ with real $A$ and $B$. A change $\delta\Phi$ of the well gives

$$\dot A=hB,\qquad \dot B=-hA+\delta\Phi\,\varphi .$$

Eliminating $B$ at frequency $s=\Omega/(\alpha^2\omega)$ gives $(h^2-s^2)A=h(\delta\Phi\,\varphi)$. The density change $2\varphi A$ induces a potential through Poisson's equation, and the lattice follows it with its own inertia:

$$\nabla^2\delta\Phi_{\rm ind}=-8\sqrt2\,\pi\varphi A,\qquad \Big(1-\frac{\Omega^2}{\omega^2}\Big)\delta\Phi=\delta\Phi_{\rm ind}.$$

These equations were solved for dipole motion at $\kappa=2\times10^{-5}$ and $4\times10^{-5}$, in units of $\alpha^4m\omega^2$, and extrapolated linearly to zero trap. With $s=0$ in the electron response, which drops the electron's inertia, the result is $C=0.022702$. With the electron dynamics kept at $\alpha=3$, the total mass is 2.8389 band masses. Equation (6) gives the same value to the digits shown. This confirms the semiclassical mass, including the separate 1. It does not show that the semiclassical theory is accurate for a real polaron at $\alpha=3$.

## The Pekar orbital and the number 0.0227

Equation (3) can be reduced to a problem without parameters. Define $V(r)=2(\epsilon+\Phi)$. Then

$$\nabla^2\varphi=-V\varphi,\qquad \nabla^2V=-8\sqrt2\,\pi\varphi^2 .$$

Set $V(r)=\lambda^2U(\lambda r)$ and $\varphi(r)=c\lambda^2S(\lambda r)$. The second equation loses its constant if $c^2=1/(8\sqrt2\,\pi)$. With $x=\lambda r$,

$$S''+\frac2xS'=-US,\qquad U''+\frac2xU'=-S^2,\tag{8}$$

where $S(0)=1$ may be chosen because $\lambda$ is free, and both slopes vanish at the origin. The remaining number $U(0)$ is fixed by requiring a nodeless, decaying solution. If it is too small, $S$ turns upward; if too large, $S$ crosses zero. The result is $U(0)=0.91858$, with $U(\infty)=-0.97896$.

Let $I_2=\int_0^\infty S^2x^2dx$ and $I_4=\int_0^\infty S^4x^2dx$. Normalisation requires

$$1=4\pi c^2\lambda I_2=\frac{\lambda I_2}{2\sqrt2}\quad\Rightarrow\quad\lambda=\frac{2\sqrt2}{I_2}.$$

Far away $\Phi\to0$, so $2\epsilon=\lambda^2U(\infty)$ and $\epsilon=4U(\infty)/I_2^2$. The fourth-power integral is

$$\int\varphi^4d^3x=4\pi c^4\lambda^5I_4=\frac{\lambda^5I_4}{32\pi}.$$

Inserting $\lambda^5=128\sqrt2/I_2^5$ in (5) gives

$$C=\frac{4\sqrt2\,\pi}{3}\,\frac{128\sqrt2}{32\pi}\,\frac{I_4}{I_2^5}=\frac{32}{3}\frac{I_4}{I_2^5}.\tag{9}$$

With $I_2=3.468256$ and $I_4=1.068046$,

$$C=\frac{32}{3}\,\frac{1.068046}{(3.468256)^5}=0.02270 .$$

A separate self-consistent solution of (3) gives $\int\varphi^4=0.0038323$ and the same $C$. This agreement shows numerical convergence for the functional (2). Quantum fluctuations of the lattice are absent from that functional.

## The Gaussian orbital as a second case

Take $\varphi^2=(a/\pi)^{3/2}e^{-ax^2}$. Since $\nabla\varphi=-a\mathbf x\varphi$ and $\langle x^2\rangle=3/(2a)$, the kinetic term is $t=3a/4$. The separation $\mathbf s$ of two independent points has density $(a/2\pi)^{3/2}e^{-as^2/2}$, so

$$\Big\langle\frac1s\Big\rangle=4\pi\Big(\frac a{2\pi}\Big)^{3/2}\int_0^\infty s\,e^{-as^2/2}ds=\sqrt{\frac{2a}\pi},\qquad w=\sqrt{\frac a\pi}.$$

Minimising $3a/4-\sqrt{a/\pi}$ over $\sqrt a$ gives $\sqrt a=2/(3\sqrt\pi)$ and $E=-\alpha^2/(3\pi)$. Moreover

$$\int\varphi^4=\Big(\frac a{2\pi}\Big)^{3/2}=\frac{2\sqrt2}{27\pi^3},\qquad C_{\rm G}=\frac{16}{81\pi^2}=0.02001 .$$

Relative to the Pekar orbital, the Gaussian energy is 2.2% too small in magnitude, while the mass is 12% too small. The energy is stationary, so its error is of second order in the error of the orbital. The integral $\int\varphi^4$ has no such protection.

## When the α⁴ law may be used

A weak-coupling estimate is needed for comparison. In units $\hbar=m=\omega=1$, the quantised model at total momentum $\mathbf p$, written in the electron's frame, is

$$H=\tfrac12\Big(\mathbf p-\sum\mathbf k\,a_k^\dagger a_k\Big)^2+\sum a_k^\dagger a_k+\sum V_k(a_k+a_k^\dagger).$$

Here $V_k^2=2\sqrt2\,\pi\alpha/(\mathcal Vk^2)$ in volume $\mathcal V$, which reproduces the interaction in (2) because $1/r$ has the transform $4\pi/k^2$. At $\mathbf p=0$, a coherent field with real amplitudes $f_k=f_{-k}$ has energy $\sum(1+k^2/2)f_k^2+2\sum V_kf_k$. Its minimum is the upper bound

$$-\sum\frac{V_k^2}{1+k^2/2}=-\frac{\sqrt2\,\alpha}\pi\int_0^\infty\frac{dk}{1+k^2/2}=-\alpha .$$

In second-order perturbation theory the denominator becomes $1+k^2/2-\mathbf k\cdot\mathbf p$. The term of order $p^2$ is

$$-\frac{p^2}{3}\,\frac{\sqrt2\,\alpha}\pi\int_0^\infty\frac{k^2dk}{(1+k^2/2)^3}=-\frac{\alpha p^2}{12},$$

where the integral equals $\sqrt2\,\pi/8$. Thus $1/m_{\rm pol}=1-\alpha/6$, or $m_{\rm pol}\approx1+\alpha/6$ at small $\alpha$.

The Pekar energy is also an upper bound, obtained from a localised orbital times a coherent field. It is the lower of the two when $0.1085\,\alpha^2>\alpha$, that is, above $\alpha\approx9.2$. This is a crossing of two energy estimates, not evidence of a sharp transition. Nor does it mark the coupling at which the mass law becomes accurate: as the Gaussian orbital showed, a good energy does not guarantee a good mass.

Three further conditions matter. The orbital must span several lattice constants, or the continuous medium is a poor description; the example below shows how restrictive this is. The electron must respond faster than the lattice. Its first p level in the frozen well lies $0.135\,\alpha^2\hbar\omega$ above the ground level, and this gap should greatly exceed $\hbar\omega$. Lattice fluctuations must also be small. In the harmonic adiabatic approximation, the electron's response can lower mode frequencies but not raise them, because second-order perturbation lowers a ground-state energy. Three modes fall from $\omega$ to zero, as they become translations. The zero-point energy therefore drops by at least $\tfrac32\hbar\omega$.

At $\alpha=20$ the Pekar energy is $-43.4\,\hbar\omega$ against $-20\,\hbar\omega$, and the gap is $54\,\hbar\omega$. The field mass $0.0227\times20^4\approx3.6\times10^3$ band masses is then a reasonable leading estimate within the continuum model. The fluctuation correction to this mass has not been computed here.

## Example in the alkali-halide regime

Take rough, round values: $\varepsilon_\infty=2.3$, $\varepsilon_0=5.0$, $\hbar\omega=25$ meV, $m=0.5\,m_e$, lattice constant 0.65 nm and $T=300$ K. Then $1/\varepsilon^*=1/2.3-1/5.0=0.2348$ and $\ell=2.469$ nm, which give $\alpha=3.873$. The formulas yield

$$\frac Mm=0.02270\times(3.873)^4=5.11,\qquad m_{\rm pol}=6.11\times0.5\,m_e=3.05\,m_e .$$

Equation (4), evaluated in SI form, gives the same field mass, $2.33\times10^{-30}$ kg. The Pekar energy is $-0.1085\times(3.873)^2\times25=-40.7$ meV, and the rms radius is $3.278\,\ell/\alpha=2.09$ nm.

These numbers show that the law should not be applied here. The weak-coupling energy, $-96.8$ meV, is far lower. The s–p gap is 50.7 meV, about two phonon energies. The zero-point lowering is at least 37.5 meV, nearly the whole Pekar energy. The continuum assumption is less strained here, since the Pekar orbital has a radius of 3.2 lattice constants. A larger $\alpha$ obtained from a heavier band mass would not rescue the law, however. At fixed dielectric constants and phonon energy, $\alpha$ grows as $\sqrt m$ and the radius falls as $1/m$, hence as $1/\alpha^2$. At $\alpha=9.2$ the band mass would be $2.8\,m_e$ and the radius only 0.57 lattice constants, too small for a continuous medium. A softer phonon at fixed band mass and dielectric constants would raise $\alpha$ without shrinking the orbital, but $\alpha=9.2$ would then need $\hbar\omega\approx4.4$ meV, far below $k_BT$ at room temperature.

For these parameters, the assumption of a classical field followed by a fast electron is therefore not justified, even at zero temperature. At the same parameters, the weak-coupling form $1+\alpha/6$ gives 1.65 band masses instead of 6.11, a factor of 3.7, while the unexpanded form $1/(1-\alpha/6)$ gives 2.82. The two forms agree only to first order in $\alpha$, and their spread shows that weak coupling is itself stretched at $\alpha\approx3.9$. The strong- and weak-coupling formulas therefore do not settle the mass here, and their difference is not a correction to be applied. Room temperature adds another objection: $k_BT=25.9$ meV, and each undisturbed mode holds 0.61 phonons on average. At the thermal speed along one axis, computed with the total mass 6.11, the polaron would travel 0.49 of its rms radius in a time $1/\omega$. The small-velocity expansion is then poor as well.

The numerical output below lists the values to more digits than the model deserves for a real crystal.

## Computed values

```
U(0) for S(0)=1: 0.9185798
U(infinity): -0.9789592
I2: 3.468256   I4: 1.068046
Pekar energy: -0.108513 alpha^2 hbar omega
Orbital energy, spectral: -0.325538 alpha^2 hbar omega
Orbital energy, shooting: -0.325538 alpha^2 hbar omega
Integral of phi^4 at alpha=1: 0.0038323
C, spectral orbital: 0.0227019
C, shooting: 0.0227019
C, displaced vector fields: 0.022702
C, weak-trap oscillation: 0.022702
C, Gaussian orbital: 0.020014
Gaussian energy: -0.106103 alpha^2 hbar omega
C ratio, Pekar/Gaussian: 1.1343
Deformation cost, power of v^2: 2.002
Translation mode, eigenvalue minus 1: 3.7e-13
Total mass at alpha=3, trap: 2.8389 band masses
Total mass at alpha=3, 1+C alpha^4: 2.8389
Form factor at k=0.5,1,2 alpha: 6.487e-01 2.045e-01 6.409e-03
Form factor local powers: 1.67 5.00
Weak-coupling energy: -1.000000 alpha hbar omega
Weak-coupling mass slope: 0.1668 per alpha
Energy crossover alpha: 9.216
-- example, rough alkali-halide regime --
eps_inf 2.3, eps_static 5.0, 1/eps* 0.2348
Phonon energy: 25.0 meV; band mass: 0.5 m_e
Lattice constant: 0.65 nm; temperature: 300 K
Length sqrt(hbar/(m omega)): 2.469 nm
alpha: 3.873
Field mass: 5.108 band masses
Field mass from SI formula: 2.326e-30 kg
Total mass: 6.108 band masses = 3.054 m_e
Weak-coupling mass: 1.646 band masses
Pekar energy: -40.7 meV
Weak-coupling energy: -96.8 meV
Frozen-well s-p gap: 0.13515 alpha^2 hbar omega
Gap in example: 50.7 meV
Zero-point lowering, 3 translations: 37.5 meV
rms radius: 3.2776/alpha lengths = 2.089 nm
Radius/lattice constant: 3.21
kT: 25.85 meV; thermal phonon number: 0.613
Thermal speed, one axis: 38.59 km/s
Travel per 1/omega over rms radius: 0.486
-- model case alpha = 20 --
Field mass: 3632.3 band masses
Pekar energy: -43.41 hbar omega
Weak-coupling energy: -20.00 hbar omega
Frozen-well s-p gap: 54.06 hbar omega
```
